# Thomson's Ionization Cross Section Derived from Orbits and from Momentum Transfer

A discharge model needs an ionization cross section at every electron energy on its grid. If no reliable data are at hand, Thomson's model supplies a rough estimate from two target properties, the ionization energy $I$ and the number $N$ of equivalent electrons. For an incident electron of kinetic energy $E$ it gives

$$
\sigma(E)=\frac{N\pi k^2}{E}\left(\frac1I-\frac1E\right),\qquad E\ge I,
\qquad k=\frac{e^2}{4\pi\varepsilon_0},
$$

and zero for $E<I$. The maximum lies at $E=2I$, but the fall beyond it is slow, so a grid that ends there omits a large part of the curve.

Two assumptions define the model. During the encounter the target electron is treated as free and initially at rest. Afterwards, ionization is counted if the energy $W$ given to that electron is at least $I$. The $N$ electrons act independently, so the cross section is found for one electron and multiplied by $N$. All speeds are non-relativistic.

## First derivation: the orbits of two electrons

Let the incident electron have velocity $\mathbf v$ and energy $E=mv^2/2$. Its initial straight line passes the target electron at a distance $b$, the impact parameter. With $\mathbf r=\mathbf r_1-\mathbf r_2$ pointing from target to projectile, Newton's equations are

$$
m\ddot{\mathbf r}_1=\frac{k}{r^2}\hat{\mathbf r},\qquad
m\ddot{\mathbf r}_2=-\frac{k}{r^2}\hat{\mathbf r}.
$$

Their sum shows that the centre of mass keeps its initial velocity $\mathbf v/2$. Half their difference gives the relative motion,

$$
\mu\ddot{\mathbf r}=\frac{k}{r^2}\hat{\mathbf r},\qquad \mu=\frac m2 .
$$

Since $\mu v^2=mv^2/2$, the combination $\mu v^2$ equals the laboratory energy $E$. The kinetic energy of relative motion is half of this.

### The deflection angle

The relative velocity turns from $\mathbf v$ to $\mathbf v'$ through an angle $\theta$. Its magnitude is the same before and after, because the potential energy vanishes at large separation on both sides. The momentum change therefore has magnitude

$$
\mu|\mathbf v'-\mathbf v|=2\mu v\sin\frac\theta2 .
$$

The orbit is symmetric about the line from the target to the point of closest approach, and the momentum change points along this line. Let $\phi$ be the angle of $\mathbf r$ from it, running from $-\phi_0$ to $\phi_0$. The projectile comes from the direction $-\mathbf v$ and leaves along $\mathbf v'$. The angle between these directions is $\pi-\theta$, so $\phi_0=(\pi-\theta)/2$.

The force component along the symmetry axis is $k\cos\phi/r^2$. Angular momentum conservation reads $\mu r^2\dot\phi=\mu vb$, hence $dt=r^2d\phi/(vb)$. The factor $r^2$ cancels in the time integral:

$$
2\mu v\sin\frac\theta2
=\int\frac{k\cos\phi}{r^2}\,dt
=\frac{k}{vb}\int_{-\phi_0}^{\phi_0}\cos\phi\,d\phi
=\frac{2k}{vb}\sin\phi_0
=\frac{2k}{vb}\cos\frac\theta2 .
$$

Division by $2\mu v\cos(\theta/2)$ gives

$$
\tan\frac\theta2=\frac{k}{\mu v^2b}=\frac{k}{Eb}.
$$

A distant passage gives a small deflection. As $b\to0$ the angle tends to $\pi$: the relative velocity is reversed.

### The energy transfer

The target position is the centre-of-mass position minus $\mathbf r/2$. Its final velocity is therefore

$$
\mathbf v_2'=\frac{\mathbf v}{2}-\frac{\mathbf v'}{2},\qquad
|\mathbf v_2'|=\frac12\,2v\sin\frac\theta2=v\sin\frac\theta2 .
$$

The energy received is

$$
W=\frac m2v^2\sin^2\frac\theta2=E\sin^2\frac\theta2 .
$$

Using $\sin^2x=1/(1+\cot^2x)$ and $\cot(\theta/2)=Eb/k$,

$$
W(b)=\frac{E}{1+(Eb/k)^2}.
$$

A head-on collision transfers all the energy, as expected for equal masses. The transfer then decreases steadily with $b$.

### The ionizing disc

Because $W(b)$ decreases, the condition $W\ge I$ selects all impact parameters up to one limit $b_I$. Setting $W(b_I)=I$,

$$
1+\left(\frac{Eb_I}{k}\right)^2=\frac EI
\quad\Longrightarrow\quad
b_I^2=\frac{k^2}{E^2}\left(\frac EI-1\right).
$$

In a uniform beam, the number of ionizing projectiles per unit time is the flux times the disc area $\pi b_I^2$. That area is the cross section for one target electron:

$$
\pi b_I^2=\frac{\pi k^2}{E^2}\left(\frac EI-1\right)
=\frac{\pi k^2}{E}\left(\frac1I-\frac1E\right).
$$

Multiplication by $N$ gives the stated result. If $E<I$, even a head-on collision transfers too little energy, and the disc is absent.

The same orbits give the distribution of energy transfers. Replacing $I$ by a general $W$ gives $\pi b^2=\pi k^2[1/(EW)-1/E^2]$. The area of the ring with transfers between $W$ and $W+dW$ is the magnitude of its change:

$$
d\sigma=\frac{\pi k^2}{E}\frac{dW}{W^2}.
$$

## Second derivation: momentum transfer without orbits

The second route uses quantum perturbation theory to first order in the repulsion. The electrons are treated as distinguishable. Before the collision each is a plane wave in a box of volume $\mathcal V$: the projectile has momentum $\mathbf p=m\mathbf v$, the target momentum zero. Afterwards they have momenta $\mathbf p-\hbar\mathbf q$ and $\hbar\mathbf q$. The energy given to the target is

$$
W=\frac{\hbar^2q^2}{2m}.
$$

### The matrix element

The four plane waves combine to $e^{i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}$, with a normalization factor $1/\mathcal V^2$. Integration over the centre position returns one factor $\mathcal V$. The matrix element is thus $\tilde V(q)/\mathcal V$, where $\tilde V$ is the Fourier transform of the repulsion. To make the integral converge, take $k e^{-\lambda r}/r$ and let $\lambda\to0$ at the end:

$$
\tilde V(q)=\frac{4\pi k}{q}\int_0^\infty e^{-\lambda r}\sin(qr)\,dr
=\frac{4\pi k}{q^2+\lambda^2}\longrightarrow\frac{4\pi k}{q^2}.
$$

The angular integral has been done in the first step. The limit is safe here because ionization requires $W\ge I$, which keeps $q$ away from zero.

### The rate and the cross section

The energy change between initial and final states is

$$
\Delta=\frac{|\mathbf p-\hbar\mathbf q|^2}{2m}+\frac{\hbar^2q^2}{2m}-\frac{p^2}{2m}
=\frac{\hbar^2q^2}{m}-\hbar vq\cos\alpha,
$$

where $\alpha$ is the angle between $\mathbf q$ and $\mathbf v$. Fermi's golden rule gives the transition rate $(2\pi/\hbar)|\tilde V/\mathcal V|^2\delta(\Delta)$ to each final state. There are $\mathcal V\,d^3q/(2\pi)^3$ such states in $d^3q$, and the incident flux is $v/\mathcal V$. Dividing rate by flux removes the box volume:

$$
d\sigma=\frac{\mathcal V}{v}\,\frac{2\pi}{\hbar}\,
\frac{|\tilde V|^2}{\mathcal V^2}\,\delta(\Delta)\,
\frac{\mathcal V\,d^3q}{(2\pi)^3}
=\frac{|\tilde V|^2}{4\pi^2\hbar v}\,\delta(\Delta)\,d^3q .
$$

Now write $d^3q=2\pi q^2\,dq\,d(\cos\alpha)$. Since $\Delta$ is linear in $\cos\alpha$ with slope $-\hbar vq$, the integral of the delta function over $\cos\alpha$ is $1/(\hbar vq)$. This holds if its zero, $\cos\alpha=\hbar q/(mv)$, does not exceed one. That condition is $\hbar q\le mv$, or $W\le E$. Hence

$$
d\sigma=\frac{1}{4\pi^2\hbar v}\,\frac{2\pi q^2}{\hbar vq}\,
\frac{16\pi^2k^2}{q^4}\,dq
=\frac{8\pi k^2}{\hbar^2v^2}\frac{dq}{q^3}.
$$

To change from $q$ to $W$, use $q\,dq=m\,dW/\hbar^2$ and $q^4=4m^2W^2/\hbar^4$:

$$
\frac{dq}{q^3}=\frac{q\,dq}{q^4}=\frac{\hbar^2}{4m}\frac{dW}{W^2},
\qquad
d\sigma=\frac{2\pi k^2}{mv^2}\frac{dW}{W^2}
=\frac{\pi k^2}{E}\frac{dW}{W^2}.
$$

Planck's constant has cancelled, and the spectrum agrees with that of the orbits. Integration over the ionizing transfers gives

$$
\sigma=N\frac{\pi k^2}{E}\int_I^E\frac{dW}{W^2}
=\frac{N\pi k^2}{E}\left(\frac1I-\frac1E\right).
$$

## The maximum and the shape of the curve

With $u=E/I$ the result becomes

$$
\sigma=\frac{N\pi k^2}{I^2}f(u),\qquad f(u)=\frac{u-1}{u^2}.
$$

The quotient rule gives

$$
f'(u)=\frac{u^2-2u(u-1)}{u^4}=\frac{2-u}{u^3}.
$$

This is positive for $1<u<2$ and negative for $u>2$, so $E=2I$ is the single maximum. There $f=1/4$, and

$$
\sigma_{\max}=\frac{N\pi k^2}{4I^2},\qquad b_I=\frac{k}{2I}.
$$

The limiting collision at the peak has $\sin^2(\theta/2)=I/E=1/2$, hence $\theta=90^\circ$ in the centre-of-mass frame.

The spectrum shows what competes. Raising $E$ opens larger energy transfers by moving the upper limit of the integral. It also lowers the prefactor $1/E$: the ring of impact parameters that gives transfers between $W$ and $W+dW$ shrinks. For distant passages the reason is that a faster projectile acts for a shorter time. Just above threshold the first effect wins and $f\approx u-1$. At high energy almost all of the integral is already available, and $f\approx1/u$.

In terms of $y=1/u=I/E$, the shape is the parabola $f=y(1-y)$, symmetric about $y=1/2$. Energies whose values of $y$ add to one therefore have equal cross sections. Half the maximum requires $(u-1)/u^2=1/8$, or

$$
u^2-8u+8=0,\qquad u=4\pm2\sqrt2 .
$$

The curve reaches half height at about $1.17I$ and drops to it again at about $6.83I$.

The peak in $\sigma$ is the peak in ionization per unit path length. The ionization frequency of one electron in a gas is proportional to $\sigma v$, hence to $(u-1)u^{-3/2}$. Its derivative is

$$
u^{-3/2}-\frac32(u-1)u^{-5/2}=\frac{3-u}{2u^{5/2}},
$$

so in Thomson's model ionization per unit time is greatest at $E=3I$. In a discharge model $\sigma v$ is averaged over the electron energy distribution, so the energy at which the grid may end depends also on how many electrons the distribution holds there.

## A model target

Take $I=12$ eV and $N=2$. These are chosen parameters and represent no particular gas. With $k=1.440$ eV nm, the limiting impact parameter at the peak energy of 24 eV is

$$
b_I=\frac{1.440}{2\times12}\ \text{nm}=0.0600\ \text{nm}.
$$

The peak cross section is

$$
\sigma_{\max}=2\pi(0.0600\ \text{nm})^2=0.0226\ \text{nm}^2
=2.26\times10^{-20}\ \text{m}^2 .
$$

At 60 eV the limit is $b_I=(1.440/60)\sqrt{5-1}=0.0480$ nm. The individual transfers agree with it: at $b=0.03$ nm the target electron receives 23.4 eV and is released, while at $b=0.05$ nm it receives 11.2 eV and is not. The cross section is $1.45\times10^{-20}$ m², the same as at 15 eV. This follows from the parabola, since $12/15+12/60=1$.

The half-maximum energies are 14.1 and 82 eV. At 240 eV, ten times the peak energy, the cross section is still 19% of its peak value. The frequency $\sigma v$ peaks at 36 eV, where it exceeds its value at 24 eV by the factor $0.889\sqrt{36/24}=1.09$.

The numerical output below includes a test of the first derivation by integration of Newton's equations for both electrons. The disc area found from those trajectories has its maximum at $E/I=2.000$.

## More than one ionization energy

Suppose the target has several shells, with $N_i$ electrons of ionization energy $I_i$. Above all thresholds the sum of the Thomson terms is

$$
\sigma=\pi k^2\left(\frac AE-\frac B{E^2}\right),\qquad
A=\sum_i\frac{N_i}{I_i},\qquad B=\sum_iN_i .
$$

Setting $-A/E^2+2B/E^3=0$ gives $E=2B/A$. This is twice the harmonic mean of the ionization energies, weighted by electron number. The formula applies if the energy so found lies above every threshold. Even then, the curve may have other peaks below the highest threshold, and the heights of all peaks must be compared.

Add four electrons with $I=18$ eV to the model target. Then $A=2/12+4/18=0.3889$ eV$^{-1}$ and $B=6$, so the stationary point is at $12/0.3889=30.9$ eV. Between 12 and 18 eV only the first shell contributes, and its term is still rising. The stationary point is therefore the overall maximum, with $\sigma=4.10\times10^{-20}$ m². The rule "twice the ionization energy" thus belongs to a single shell: here the peak lies well above twice the lowest ionization energy.

## What each derivation assumes

Both derivations use a free target electron at rest, the Coulomb repulsion between two electrons, independent target electrons and the threshold rule $W\ge I$. Their agreement cannot test these shared assumptions. They differ in how they describe the encounter.

The orbit derivation gives the target a definite position and zero velocity together, and gives the projectile a definite impact parameter. It treats the repulsion at full strength. For such orbits to be meaningful, the relative angular momentum should be large compared with $\hbar$. From $b=(k/E)\cot(\theta/2)$ and $\mu v=E/v$,

$$
\frac{\mu vb}{\hbar}=\eta\cot\frac\theta2,\qquad \eta=\frac{k}{\hbar v}.
$$

The perturbation derivation needs no position or impact parameter; its target wave fills the box. In exchange, it keeps the repulsion to first order, which is justified when $\eta\ll1$. At a fixed deflection angle, a large angular momentum calls for a large $\eta$, so there the two justifications pull in opposite directions.

To evaluate $\eta$, use the Bohr radius $a_0$ and the Rydberg energy $R=13.61$ eV, with $k=2a_0R$ and $R=\hbar^2/(2ma_0^2)$. Then $(\hbar v)^2=2\hbar^2E/m=4a_0^2RE$, and

$$
\eta=\frac{2a_0R}{2a_0\sqrt{RE}}=\sqrt{\frac RE}.
$$

At 24 eV this is $\sqrt{13.61/24}=0.75$. The limiting orbit at the peak, with $\cot45^\circ=1$, has an angular momentum of only $0.75\hbar$. Neither the classical condition nor the weak-coupling condition is met there. At 240 eV $\eta=0.24$, and the perturbation argument is on better ground. The formula for free electrons does not fail at the peak, however: for distinguishable particles with a pure Coulomb repulsion, the exact quantum cross section equals the first-order one at every $\eta$.

The agreement of the formulas depends on the Coulomb form. If the screening $\lambda$ is kept, $q^2$ in $\tilde V$ is replaced by $q^2+\lambda^2$, and the first-order spectrum becomes

$$
d\sigma=\frac{\pi k^2}{E}\frac{dW}{(W+\hbar^2\lambda^2/2m)^2}.
$$

Planck's constant then remains.

The second derivation also exposes an omission. For identical electrons, a final state with energies $W$ and $E-W$ can be reached with either electron in either role. Quantum mechanics combines the two amplitudes before squaring; both calculations above leave out this exchange effect.

## Where the shared assumptions fail

The free-electron picture can be checked on an electron bound to an ion of unit charge in a classical circular orbit of radius $a$. The force balance $mv_a^2/a=k/a^2$ gives a kinetic energy $k/(2a)$. The total energy is $k/(2a)-k/a=-k/(2a)$, which must equal $-I$. Thus the kinetic energy is $I$ and the radius is $a=k/(2I)$.

Neither value is negligible at the Thomson peak. The target's kinetic energy is half that of the projectile. Its distance from the ion equals the limiting impact parameter $b_I$. In a repulsive encounter the closest approach is no smaller than $b$, since the relative speed there is at most $v$ while angular momentum is conserved. In the limiting collision, as long as the target is still at its orbital distance $a$, the pull of the ion is therefore at least as strong as the push of the projectile. The position and height of the peak are properties of the model, to be used for a real gas only as a rough estimate.

Over the energies usual in a discharge, the relative error is largest near threshold. The binary-encounter-Bethe model, a useful yardstick, includes the motion of the target electron and the dipole term. The values below are for its simplest form, with the dipole constant $Q$ set to one. For hydrogen and helium atoms it puts the peak of $\sigma$ between $4I$ and $5I$, and that of $\sigma v$ at about 12 to 13 times $I$. At $E=1.2I$ its cross section is about four to five times smaller than Thomson's. The two curves cross near $4I$; above that Thomson's formula is the lower one, at about 0.6 of the model value at $10I$ and 0.3 at $100I$. These figures depend on $Q$: with the value $0.57$ proper to hydrogen, the peak of $\sigma$ lies near $4.0I$, that of $\sigma v$ near $10.6I$, and the factor at $1.2I$ is 3.3. When the electron temperature is a few eV or less, most ionizing electrons have energies below $2I$, where Thomson's cross section is too large, so the formula can overestimate the ionization rate severalfold. For atomic hydrogen and a Maxwellian distribution at 3 eV, half of the ionizing collisions occur below about $1.4I$ and the factor between the two models is about three; it is about four at 1 eV and about two at 10 eV.

At high energy the binding changes the form of the decay. A free electron at rest that receives energy $W$ must receive momentum $\sqrt{2mW}$. A bound electron can gain energy with much less momentum transfer, because the ion takes part in the momentum balance. In first-order theory, the free-electron result for $d\sigma/dq$ is then multiplied by $|F(q)|^2$, where $F$ is the matrix element of $e^{i\mathbf q\cdot\mathbf r}$ between the bound state and a final state. The two states are orthogonal, so for small $q$ the leading term is linear in $q$ if the dipole matrix element is non-zero. This gives

$$
d\sigma\propto\frac1{v^2}\,q^2\,\frac{dq}{q^3}=\frac1{v^2}\frac{dq}{q}.
$$

For an excitation energy $\epsilon$, energy conservation sets the lower limit $q_{\min}\approx\epsilon/(\hbar v)$ for a fast projectile. The upper limit of the dipole region is set by the size of the target and does not depend on $v$. The integral grows as $\ln v$, and the cross section falls as $(\ln E)/E$. Thomson's $1/E$ tail lacks this logarithm, so at sufficiently high energy it lies below the first-order result for a target with allowed dipole transitions. A grid that extends far beyond the peak should use a cross section with the dipole term included.

## Computed values

```
Coulomb constant k = 1.439965 eV nm
model target: I = 12.0 eV, N = 2
length k/I = 0.12000 nm
Energy transfer at E = 60 eV:
b (nm), theta (deg), W trajectory (eV), W formula (eV)
  0.01  134.76  51.124  51.124
  0.03  77.32  23.414  23.414
  0.05  51.28  11.235  11.235
  0.10  26.99  3.268  3.268
Cross section from trajectories and from formula:
E (eV), b_I (nm), sigma traj., sigma formula (1e-20 m^2)
  15  0.04800  1.4476  1.4476
  24  0.06000  2.2618  2.2618
  60  0.04800  1.4476  1.4476
peak position from trajectories: E/I = 2.000
peak energy from formula 2I = 24.0 eV
peak sigma from trajectories = 2.2618 x 1e-20 m^2
peak sigma from formula = 2.2618 x 1e-20 m^2
peak sigma from formula = 0.022618 nm^2
limiting b at peak, k/(2I) = 0.06000 nm
limiting theta at peak from trajectory = 90.00 deg
Bohr radius = 0.0529177 nm, Rydberg energy = 13.60569 eV
Thomson curve: E (eV), sigma (1e-20 m^2), sigma/sigma_max
  12  0.0000  0.0000
  13  0.6424  0.2840
  15  1.4476  0.6400
  18  2.0105  0.8889
  24  2.2618  1.0000
  36  2.0105  0.8889
  60  1.4476  0.6400
  120  0.8143  0.3600
  240  0.4297  0.1900
half-maximum energies = 14.06 eV and 81.94 eV
second model shell: I = 18.0 eV, N = 4
harmonic mean ionization energy = 15.429 eV
two-shell peak: search 30.857 eV, rule 30.857 eV
two-shell peak sigma = 4.1048 x 1e-20 m^2
```
